# Helium's Forbidden 2 3P–4 3F Line in a Static Electric Field: a program that tests the result

```python
"""Field-induced helium line 2 3P - 4 3F beside 2 3P - 4 3D.

Result under test: with D-F gap G and coupling V_M = F*z_M, the two-state
intensity ratio is sum(sin^2 t_M)/sum(cos^2 t_M), tan(2 t_M) = 2 V_M/G.
It starts as 50.4 F^2/G^2 and tends to 1; the 4P level can push it above 1.
Symbols: F static field, M magnetic number, Z nuclear charge, r radius.
Atomic units inside; printed fields in kV/cm and energies in cm^-1.
Level of theory: frozen He+ 1s core, triplet static exchange, and a dipole
polarized-orbital potential; no relativity or non-adiabatic core response.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq
from scipy.special import gammainc, gammaln, lpmv

CM = constants.value('hartree-inverse meter relationship') / 100
KVCM = 1e5 / constants.value('atomic unit of electric field')
Z = 2.0
LMAX = 5
KEEP = 16

# Square-root grid: r = x^2, with trapezoidal weights for integration over r.
x = np.linspace(0, np.sqrt(200.0), 6001)[1:]
r = x**2
w = 2 * x * (x[1] - x[0])
w[-1] *= 0.5
core = 2 * Z**1.5 * r * np.exp(-Z * r)
alpha = (2 * gammainc(5, 2*Z*r) + 2.5 * gammainc(6, 2*Z*r)) / Z**4
v_pol = -alpha / (2 * r**4)
v_pen = -(1 / r + Z) * np.exp(-2 * Z * r)


def cumulative(f):
    return np.cumsum(f * w, axis=-1) - 0.5 * f * w


def sturmians(l, kappa, count):
    """Radial functions orthonormal with weight 1/r."""
    a = 2 * l + 1
    t = 2 * kappa * r
    lag = [np.ones_like(t), 1 + a - t]
    for k in range(1, count - 1):
        lag.append(((2*k + 1 + a - t)*lag[k] - (k + a)*lag[k-1]) / (k + 1))
    k = np.arange(count)[:, None]
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
    return norm * t**(l + 1) * np.exp(-t / 2) * np.array(lag)


def outer_levels(l, polarization=True, kappa=0.5, count=28):
    """Energies and radial functions of the outer triplet electron."""
    basis = sturmians(l, kappa, count)
    overlap = (basis * w) @ basis.T
    ham = -0.5 * kappa**2 * overlap
    ham += np.diag(kappa * (np.arange(count) + l + 1) - 1)
    local = v_pen + (v_pol if polarization else 0)
    ham += (basis * w * local) @ basis.T
    rho = core * basis
    half = (rho * w * r**(-l - 1.0)) @ cumulative(rho * r**l).T
    ham -= (half + half.T) / (2 * l + 1)
    space = np.eye(count)
    if l == 0:  # the triplet outer orbital is orthogonal to the core
        space = null_space(((basis * w) @ core)[None, :])
    e, c = eigh(space.T @ ham @ space, space.T @ overlap @ space)
    return e[:KEEP], ((space @ c).T @ basis)[:KEEP]


def position(n, l):
    return n - 2 if l == 0 else n - l - 1


solved = [outer_levels(l) for l in range(LMAX + 1)]
energy = [s[0] for s in solved]
orbital = [s[1] for s in solved]
radial = {l: (orbital[l-1] * w * r) @ orbital[l].T
          for l in range(1, LMAX + 1)}
e4 = [energy[l][position(4, l)] for l in range(4)]
gap = e4[3] - e4[2]


def part(l, m):
    return slice((l - m) * KEEP, (l - m + 1) * KEEP)


def z_matrix(m):
    size = (LMAX + 1 - m) * KEEP
    out = np.zeros((size, size))
    for l in range(m + 1, LMAX + 1):
        block = np.sqrt((l*l - m*m) / (4*l*l - 1)) * radial[l]
        out[part(l - 1, m), part(l, m)] = block
        out[part(l, m), part(l - 1, m)] = block.T
    return out


def raising_matrix(m):
    """Matrix of x + iy from magnetic number m to m + 1."""
    out = np.zeros(((LMAX - m) * KEEP, (LMAX + 1 - m) * KEEP))
    for l in range(m, LMAX + 1):
        if l + 1 <= LMAX:
            a = -np.sqrt((l+m+1)*(l+m+2) / ((2*l+1)*(2*l+3)))
            out[part(l + 1, m + 1), part(l, m)] = a * radial[l + 1].T
        if l - 1 >= m + 1:
            a = np.sqrt((l-m)*(l-m-1) / ((2*l-1)*(2*l+1)))
            out[part(l - 1, m + 1), part(l, m)] = a * radial[l]
    return out


zmat = [z_matrix(m) for m in range(3)]
up = [raising_matrix(m) for m in range(2)]


def stark(m, field, cut_pd=False):
    dip = zmat[m].copy()
    if cut_pd:
        i = part(1, m).start + position(4, 1)
        j = part(2, m).start + position(4, 2)
        dip[i, j] = dip[j, i] = 0
    diag = np.concatenate([energy[l] for l in range(m, LMAX + 1)])
    return eigh(np.diag(diag) + field * KVCM * dip)


def strengths(m, field, cut_pd=False):
    """Summed strengths to dressed 2P: [D-like, F-like] upper state."""
    top = sum(n - m for n in (2, 3, 4) if n > m) - 1
    v = stark(m, field, cut_pd)[1][:, [top - 1, top]]
    p0 = stark(0, field)[1][:, 1]
    p1 = stark(1, field)[1][:, 0]
    if m == 0:
        return (p0 @ zmat[0] @ v)**2 + (p1 @ up[0] @ v)**2
    if m == 1:
        return (p1 @ zmat[1] @ v)**2 + 0.5 * (p0 @ up[0].T @ v)**2
    return 0.5 * (p1 @ up[1].T @ v)**2


def ratio_m(m, field, cut_pd=False):
    s = strengths(m, field, cut_pd)
    return s[1] / s[0]


def summed(field):
    return strengths(0, field) + 2*strengths(1, field) + 2*strengths(2, field)


def full_ratio(field):
    s = summed(field)
    return s[1] / s[0]


def z_df(m):
    return 6 * np.sqrt(7) * np.sqrt((9 - m*m) / 35)


def two_state_share(m, field):
    v = z_df(m) * field * KVCM
    return 0.5 * (1 - gap / np.sqrt(gap**2 + 4*v*v))


def two_state_ratio(field):
    s = sum(g * two_state_share(m, field) for m, g in ((0, 1), (1, 2), (2, 2)))
    return s / (5 - s)


# Core polarizability accumulated inside r, from the first-order response.
p_basis = sturmians(1, Z, 12)
response = (((p_basis * w * r) @ core) / (Z * np.arange(1, 13))) @ p_basis
assert np.max(abs(2/3 * cumulative(r * core * response) - alpha)) < 1e-4

# 4D energy from its defining integrals; finite-grid error is below 2e-6.
u = orbital[2][position(4, 2)]
du = np.gradient(u, x) / (2 * x)
direct = np.sum(w * (0.5*du**2 + (3/r**2 - Z/r + v_pol) * u**2))
pick = slice(3, None, 4)
rs, ws, us, cs = r[pick], 4 * w[pick], u[pick], core[pick]
low, high = np.minimum.outer(rs, rs), np.maximum.outer(rs, rs)
direct += (ws * us**2) @ (1 / high) @ (ws * cs**2)
direct -= (ws * us * cs) @ (low**2 / high**3) @ (ws * us * cs) / 5
assert abs(direct - e4[2]) < 2e-6

# The gap must not depend on the basis scale.
other = [outer_levels(l, kappa=0.4)[0][position(4, l)] for l in (2, 3)]
assert abs(other[1] - other[0] - gap) * CM < 0.01

# Core polarization is the main cause of the D-F gap.
bare = [outer_levels(l, False)[0][position(4, l)] for l in (2, 3)]
bare_gap = bare[1] - bare[0]
assert 0 < bare_gap < 0.4 * gap

# Angular factors by quadrature, radial factor from the computed orbitals.
mu, wm = np.polynomial.legendre.leggauss(20)
for m in range(3):
    d, f = lpmv(m, 2, mu), lpmv(m, 3, mu)
    ang = np.sum(wm*d*mu*f)**2 / (np.sum(wm*d*d) * np.sum(wm*f*f))
    assert abs(ang - (9 - m*m) / 35) < 1e-12
r_df = abs(radial[3][position(4, 2), position(4, 3)])
assert abs(r_df / (6 * np.sqrt(7)) - 1) < 0.01

# Zero-field absence, equal D strengths, quadratic onset and its coefficient.
zero = [strengths(m, 0.0) for m in range(3)]
assert max(s[1] for s in zero) < 1e-12
assert np.ptp([s[0] for s in zero]) < 1e-8 * zero[0][0]
onset = 50.4 * (0.2 * KVCM / gap)**2
assert abs(full_ratio(0.4) / full_ratio(0.2) - 4) < 0.04
assert abs(full_ratio(0.2) / onset - 1) < 0.03

# For |M| = 2 the two-state law holds up to small admixtures of other n.
for field in (5.0, 20.0):
    share = two_state_share(2, field)
    assert abs(ratio_m(2, field) / (share / (1 - share)) - 1) < 0.04
assert abs(strengths(2, 20.0).sum() / zero[2][0] - 1) < 0.02

# Overshoot for M = 0 disappears when only the 4P-4D coupling is removed.
with_p, without_p = ratio_m(0, 150.0), ratio_m(0, 150.0, True)
assert with_p > 1 > without_p
crossing = brentq(lambda f: ratio_m(0, f) - 1, 50, 150, xtol=1e-3)

turnover = gap / (2 * np.sqrt(50.4)) / KVCM
line_nm = 447.1
e2p = energy[1][position(2, 1)]
print(f"He+ core polarizability: {alpha[-1]:.5f} a.u.")
print(f"gap 4F - 4D: {gap*CM:.3f} cm^-1")
print(f"gap 4F - 4D without core polarization: {bare_gap*CM:.3f} cm^-1")
print(f"gap 4D - 4P: {(e4[2]-e4[1])*CM:.1f} cm^-1")
print(f"gap 4D - 4S: {(e4[2]-e4[0])*CM:.1f} cm^-1")
print(f"model vacuum wavelength 2P-4D: {1e7/((e4[2]-e2p)*CM):.1f} nm")
print(f"allowed line used for wavelength conversion: {line_nm:.1f} nm")
print(f"zero-field line separation: {line_nm**2*gap*CM*1e-7:.4f} nm")
print(f"radial D-F integral, computed: {r_df:.4f} a0")
print(f"radial D-F integral, hydrogenic: {6*np.sqrt(7):.4f} a0")
for m in range(3):
    print(f"|M|={m}: D-F dipole {z_df(m):.4f} a0; coupling per kV/cm "
          f"{z_df(m)*KVCM*CM:.4f} cm^-1")
print(f"onset coefficient: {50.4*(KVCM/gap)**2:.6f} per (kV/cm)^2")
print(f"turnover field: {turnover:.2f} kV/cm")
print("Intensity ratio F-like/D-like, summed over M (dimensionless)")
print("field kV/cm | quadratic | two-state | full")
for field in (0.2, 1, 2, 5, 10, 20, 50, 100, 150, 200):
    quad = 50.4 * (field * KVCM / gap)**2
    print(f"{field:6.1f} | {quad:.6f} | {two_state_ratio(field):.6f} | "
          f"{full_ratio(field):.6f}")
print("Strengths relative to the zero-field allowed line (full)")
s0 = summed(0.0)[0]
for field in (10, 50, 150):
    s = summed(field) / s0
    print(f"{field} kV/cm: D-like {s[0]:.4f}, F-like {s[1]:.4f}, "
          f"sum {s.sum():.4f}")
print("Full ratio by |M| at 150 kV/cm (dimensionless)")
for m in range(3):
    print(f"|M|={m}: {ratio_m(m, 150.0):.4f}")
print(f"M=0 at 150 kV/cm without 4P-4D coupling: {without_p:.4f}")
print(f"field where the M=0 ratio passes 1: {crossing:.1f} kV/cm")
print("checks complete")
```

Running it gives:

```
He+ core polarizability: 0.28125 a.u.
gap 4F - 4D: 8.349 cm^-1
gap 4F - 4D without core polarization: 2.121 cm^-1
gap 4D - 4P: 243.9 cm^-1
gap 4D - 4S: 1177.7 cm^-1
model vacuum wavelength 2P-4D: 444.5 nm
allowed line used for wavelength conversion: 447.1 nm
zero-field line separation: 0.1669 nm
radial D-F integral, computed: 15.8863 a0
radial D-F integral, hydrogenic: 15.8745 a0
|M|=0: D-F dipole 8.0498 a0; coupling per kV/cm 0.3436 cm^-1
|M|=1: D-F dipole 7.5895 a0; coupling per kV/cm 0.3239 cm^-1
|M|=2: D-F dipole 6.0000 a0; coupling per kV/cm 0.2561 cm^-1
onset coefficient: 0.001317 per (kV/cm)^2
turnover field: 13.78 kV/cm
Intensity ratio F-like/D-like, summed over M (dimensionless)
field kV/cm | quadratic | two-state | full
   0.2 | 0.000053 | 0.000053 | 0.000053
   1.0 | 0.001317 | 0.001313 | 0.001311
   2.0 | 0.005269 | 0.005209 | 0.005201
   5.0 | 0.032929 | 0.030778 | 0.030791
  10.0 | 0.131716 | 0.104121 | 0.104760
  20.0 | 0.526866 | 0.271284 | 0.276421
  50.0 | 3.292910 | 0.573509 | 0.605218
 100.0 | 13.171638 | 0.754998 | 0.844162
 150.0 | 29.636186 | 0.828820 | 0.984349
 200.0 | 52.686554 | 0.868560 | 1.098217
Strengths relative to the zero-field allowed line (full)
10 kV/cm: D-like 0.9050, F-like 0.0948, sum 0.9998
50 kV/cm: D-like 0.6203, F-like 0.3754, sum 0.9957
150 kV/cm: D-like 0.4862, F-like 0.4786, sum 0.9648
Full ratio by |M| at 150 kV/cm (dimensionless)
|M|=0: 1.2277
|M|=1: 1.1168
|M|=2: 0.7875
M=0 at 150 kV/cm without 4P-4D coupling: 0.8175
field where the M=0 ratio passes 1: 102.0 kV/cm
checks complete
```
